# Surface chromium recovery in an oxidized alloy after sealing: test program

```python
"""Surface depletion of chromium after an oxidizing alloy is sealed.

Result under test: a half-space is held at fixed surface concentration for
time t0, then sealed against flux for time t. The surface depletion, relative
to its value at sealing, is (2/pi)*arctan(sqrt(t0/t)).

Symbols: u = (C0-C)/(C0-Cs) is the depletion, C0 the bulk and Cs the exposed
surface concentration, D the diffusivity, ratio = t/t0.
The simulation measures length in sqrt(D*t0) and time in t0.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import erfc


def retained_formula(ratio):
    return 2 / np.pi * np.arctan(1 / np.sqrt(ratio))


def retained_quadrature(ratio, shift=0.0):
    """Reflected heat kernel applied to the depletion profile at sealing.

    shift > 0 describes a profile cut off by a receded metal surface.
    """
    a = np.sqrt(ratio)
    upper = 8 / np.sqrt(1 + ratio)  # integrand is below exp(-64) beyond
    value = quad(lambda y: np.exp(-y * y) * erfc(shift + a * y),
                 0, upper, epsabs=1e-13, epsrel=1e-11)[0]
    return 2 / np.sqrt(np.pi) * value / erfc(shift)


def retained_flux_history(ratio):
    """Sum of surface responses to the chromium flux drawn before sealing."""
    return quad(lambda s: 1 / (np.pi * np.sqrt(1 + ratio - s)), 0, 1,
                weight="alg", wvar=(-0.5, 0))[0]


def simulate(ratio, length=40.0, slope=0.0, d_ratio=1.0, leak=0.0):
    """Finite-volume run of exposure and sealed hold from uniform alloy.

    The far end is a no-flux plane. Diffusivity is 1 + slope*u, multiplied by
    d_ratio after sealing. leak is the remaining flux as a fraction of the
    constant-D flux at the end of exposure.
    """
    cells = 400
    grid = np.linspace(0, 1, cells + 1)
    faces = length * np.sinh(4.5 * grid) / np.sinh(4.5)
    widths = np.diff(faces)
    centres = (faces[1:] + faces[:-1]) / 2
    gaps = np.diff(centres)
    leak_flux = leak / np.sqrt(np.pi)

    def rate(time, u, sealed):
        flux = np.zeros(cells + 1)
        scale = d_ratio if sealed else 1.0
        mean = (u[1:] + u[:-1]) / 2
        flux[1:-1] = -scale * (1 + slope * mean) * np.diff(u) / gaps
        if sealed:
            flux[0] = leak_flux
        else:
            surface_d = 1 + slope * (1 + u[0]) / 2
            flux[0] = surface_d * (1 - u[0]) / centres[0]
        return -np.diff(flux) / widths

    options = dict(method="LSODA", lband=1, uband=1, rtol=1e-7, atol=1e-9)
    first = solve_ivp(rate, (0, 1), np.zeros(cells), args=(False,), **options)
    assert first.success
    exposed = first.y[:, -1]
    second = solve_ivp(rate, (0, ratio), exposed, args=(True,), **options)
    assert second.success
    final = second.y[:, -1]
    final_d = d_ratio * (1 + slope * final[0])
    surface = final[0] + leak_flux * centres[0] / final_d
    return surface, centres, widths, exposed, final


# Example inputs: round values, rough regime of chromia-forming Ni-base alloys
temperature = 1273.0        # K
diffusivity = 1e-11         # cm2/s
bulk_cr, surface_cr = 0.20, 0.10
exposure_h, sealed_h = 100.0, 900.0
target_cr = 0.18
activation_ev, hotter_by = 2.8, 25.0
leak_fraction = 0.01
sheet_nm, foil_nm = 1.0e6, 2.0e5
boundary_nm, grain_nm, boundary_speedup = 0.5, 5.0e4, 1.0e4

drop = bulk_cr - surface_cr
ratio = sealed_h / exposure_h
length_nm = np.sqrt(diffusivity * exposure_h * constants.hour) * 1e7
deficit_nm = 2 / np.sqrt(np.pi) * length_nm

# The closed form against two integrals taken from the definition
for test_ratio in (0.01, 0.3, 1.0, 4.0, 9.0, 100.0):
    expected = retained_formula(test_ratio)
    assert abs(retained_quadrature(test_ratio) - expected) < 1e-9
    assert abs(retained_flux_history(test_ratio) - expected) < 1e-8
assert abs(retained_quadrature(1.0) - 0.5) < 1e-10

# Early and late limits; next corrections are of relative size 3e-5
early = (1 - retained_quadrature(1e-4)) / np.sqrt(1e-4)
late = retained_quadrature(1e4) * np.sqrt(1e4)
assert abs(early - 2 / np.pi) < 1e-4
assert abs(late - 2 / np.pi) < 1e-4

# Full simulation; tolerances cover the spatial discretization
simulated, centres, widths, exposed, final = simulate(ratio)
profile_error = np.max(np.abs(exposed - erfc(centres / 2)))
assert profile_error < 1e-3
end_flux = (1 - exposed[0]) / centres[0]
assert abs(end_flux - 1 / np.sqrt(np.pi)) < 2e-3
assert abs(exposed @ widths - 2 / np.sqrt(np.pi)) < 3e-3
assert abs(final @ widths - exposed @ widths) < 1e-5
assert abs(simulated - retained_formula(ratio)) < 1e-3
for test_ratio in (0.25, 1.0):
    value = simulate(test_ratio)[0]
    assert abs(value - retained_formula(test_ratio)) < 1e-3

# Time needed to reach a chosen surface concentration
target_fraction = (bulk_cr - target_cr) / drop
target_ratio = 1 / np.tan(np.pi * target_fraction / 2) ** 2
assert abs(retained_quadrature(target_ratio) - target_fraction) < 1e-9
target_h = target_ratio * exposure_h

# A hotter sealed hold changes D between the stages
k_ev = constants.k / constants.e
hot_factor = np.exp(activation_ev / k_ev
                    * (1 / temperature - 1 / (temperature + hotter_by)))
hot_retained = retained_formula(ratio * hot_factor)
assert abs(simulate(ratio, d_ratio=hot_factor)[0] - hot_retained) < 1e-3

# Leaking seal: a large leak tests the added term, the example uses a small one
test_leak = 0.2
added = simulate(ratio, leak=test_leak)[0] - simulated
assert abs(added - 2 * test_leak / np.pi * np.sqrt(ratio)) < 1e-3
leak_added = 2 * leak_fraction / np.pi * np.sqrt(ratio)

# Finite thickness: both faces oxidize, so the mid-plane has no flux
sheet_length = sheet_nm / 2 / length_nm
foil_length = foil_nm / 2 / length_nm
sheet_retained = simulate(ratio, length=sheet_length)[0]
foil_retained = simulate(ratio, length=foil_length)[0]
sheet_floor = deficit_nm / (sheet_nm / 2)
foil_floor = deficit_nm / (foil_nm / 2)
foil_long = simulate(200.0, length=foil_length)[0]
assert abs(foil_long - foil_floor) < 2e-3

# Metal recession when only chromium leaves, at constant volume per atom
def surface_balance(g):
    supply = drop * np.exp(-g * g) / (np.sqrt(np.pi) * erfc(g))
    return g * (1 - surface_cr) - supply


recession = brentq(surface_balance, 0, 0.5)
remaining_deficit = quad(lambda z: erfc(recession + z / 2) / erfc(recession),
                         0, 30, epsabs=1e-12)[0]
# Every lost atom is Cr: lost volume = Cr in receded metal + Cr drawn from below
lost_cr = bulk_cr * 2 * recession + drop * remaining_deficit
assert abs(lost_cr - 2 * recession) < 1e-8
recession_nm = 2 * recession * length_nm
recession_retained = retained_quadrature(ratio, shift=recession)

# Diffusivity at full depletion changed by a factor 1.5 either way
faster_retained = simulate(ratio, slope=0.5)[0]
slower_retained = simulate(ratio, slope=-1 / 3)[0]

# Columnar grains: boundary share of transport, applied after sealing only
boundary_share = 2 * boundary_nm / grain_nm * boundary_speedup
boundary_retained = retained_formula(ratio * (1 + boundary_share))

print(f"Temperature: {temperature:.0f} K")
print(f"Diffusivity D: {diffusivity:.1e} cm2/s")
print(f"Bulk Cr: {100 * bulk_cr:.1f} at.%")
print(f"Surface Cr during exposure: {100 * surface_cr:.1f} at.%")
print(f"Exposure time t0: {exposure_h:.0f} h")
print(f"Main sealed time t: {sealed_h:.0f} h")
print(f"Diffusion length sqrt(D t0): {length_nm:.0f} nm")
print(f"Deficit length 2 sqrt(D t0/pi): {deficit_nm:.0f} nm")
for hours in (1.0, 25.0, 100.0, 300.0, 900.0, 4000.0):
    fraction = retained_formula(hours / exposure_h)
    cr_percent = 100 * (bulk_cr - drop * fraction)
    print(f"Sealed {hours:.0f} h: retained {fraction:.4f} (no unit), "
          f"surface Cr {cr_percent:.2f} at.%")
print(f"Simulated retained fraction, main case: {simulated:.4f} (no unit)")
print(f"Largest error of simulated erfc profile: {profile_error:.1e} (no unit)")
print(f"Target surface Cr: {100 * target_cr:.1f} at.%")
print(f"Target retained fraction: {target_fraction:.3f} (no unit)")
print(f"Time to target: {target_h:.0f} h = {target_h / 24:.1f} days")
print("Neglected effects at the main sealed time (fractions have no unit):")
print(f"Recession parameter gamma: {recession:.4f} (no unit)")
print(f"Metal recession in exposure: {recession_nm:.0f} nm")
print(f"Retained with recession: {recession_retained:.4f}")
print(f"Leak / flux at end of exposure: {leak_fraction:.3f}")
print(f"Depletion added by leak: {leak_added:.4f}")
print(f"Retained with leak: {retained_formula(ratio) + leak_added:.4f}")
print(f"Sheet thickness: {sheet_nm:.0f} nm")
print(f"Sheet retained: {sheet_retained:.4f}, floor {sheet_floor:.4f}")
print(f"Foil thickness: {foil_nm:.0f} nm")
print(f"Foil retained: {foil_retained:.4f}, floor {foil_floor:.4f}")
print(f"Retained, D x 1.5 at full depletion: {faster_retained:.4f}")
print(f"Retained, D / 1.5 at full depletion: {slower_retained:.4f}")
print(f"Activation energy: {activation_ev:.1f} eV")
print(f"Sealed hold hotter by: {hotter_by:.0f} K")
print(f"D factor of hotter hold: {hot_factor:.3f} (no unit)")
print(f"Retained in hotter hold: {hot_retained:.4f}")
print(f"Grain-boundary width: {boundary_nm:.1f} nm")
print(f"Grain size: {grain_nm:.0f} nm")
print(f"Boundary D / lattice D: {boundary_speedup:.0e} (no unit)")
print(f"Boundary / lattice transport: {boundary_share:.2f} (no unit)")
print(f"Retained, boundaries after sealing only: {boundary_retained:.4f}")
print("OK")
```

It prints:

```
Temperature: 1273 K
Diffusivity D: 1.0e-11 cm2/s
Bulk Cr: 20.0 at.%
Surface Cr during exposure: 10.0 at.%
Exposure time t0: 100 h
Main sealed time t: 900 h
Diffusion length sqrt(D t0): 18974 nm
Deficit length 2 sqrt(D t0/pi): 21409 nm
Sealed 1 h: retained 0.9365 (no unit), surface Cr 10.63 at.%
Sealed 25 h: retained 0.7048 (no unit), surface Cr 12.95 at.%
Sealed 100 h: retained 0.5000 (no unit), surface Cr 15.00 at.%
Sealed 300 h: retained 0.3333 (no unit), surface Cr 16.67 at.%
Sealed 900 h: retained 0.2048 (no unit), surface Cr 17.95 at.%
Sealed 4000 h: retained 0.0998 (no unit), surface Cr 19.00 at.%
Simulated retained fraction, main case: 0.2048 (no unit)
Largest error of simulated erfc profile: 3.7e-06 (no unit)
Target surface Cr: 18.0 at.%
Target retained fraction: 0.200 (no unit)
Time to target: 947 h = 39.5 days
Neglected effects at the main sealed time (fractions have no unit):
Recession parameter gamma: 0.0675 (no unit)
Metal recession in exposure: 2563 nm
Retained with recession: 0.1966
Leak / flux at end of exposure: 0.010
Depletion added by leak: 0.0191
Retained with leak: 0.2239
Sheet thickness: 1000000 nm
Sheet retained: 0.2048, floor 0.0428
Foil thickness: 200000 nm
Foil retained: 0.2280, floor 0.2141
Retained, D x 1.5 at full depletion: 0.2240
Retained, D / 1.5 at full depletion: 0.1872
Activation energy: 2.8 eV
Sealed hold hotter by: 25 K
D factor of hotter hold: 1.635 (no unit)
Retained in hotter hold: 0.1623
Grain-boundary width: 0.5 nm
Grain size: 50000 nm
Boundary D / lattice D: 1e+04 (no unit)
Boundary / lattice transport: 0.20 (no unit)
Retained, boundaries after sealing only: 0.1880
OK
```
